Tin-foil boundaries and the depolarization energy of a polarized sphere

Take a sphere of ferroelectric crystal, very many unit cells across, uniformly polarized and hanging in vacuum. Positive bound charge covers one cap and negative bound charge the other, and together they produce a field opposing the polarization. Now describe the same crystal by one unit cell repeated without end, and sum the dipole interactions in Fourier space, leaving out the term with wavevector k = 0. The energy per volume comes out lower than that of the sphere by P²/(6ε₀), although the dipoles and their spacings are the same. What did the missing term contain, and why does its absence amount to wrapping the crystal in metal?

**The model and its ambiguity**

Place one rigid point dipole p along z in each cell, of volume v, of an orthogonal lattice with edges a, a and c. The polarization is P = p/v. "Rigid" means that P is held fixed when shape or surroundings change. SI units are used, and everything is static. If E_loc is the z component of the field at a dipole due to all the others, the interaction energy per volume is

u = −½ P E_loc.

The factor ½ is there because the sum over dipoles of −pE_loc counts each pair twice.

A dipole field falls as 1/r³, while the number of dipoles between r and 2r grows as r³. Each such shell can therefore contribute as much as the one before it. In a growing sphere the distant shells contribute little, because the angular factor 3cos²θ − 1 averages to zero over a sphere. If the outer surface has another shape, the region between it and an inscribed sphere generally has no such cancellation, and its contribution does not shrink when both are enlarged together. The sum is conditionally convergent: its value depends on the outer shape of the growing crystal. "The energy of the infinite dipole lattice" is incomplete until a boundary is named.

**What the equations say at k = 0**

Write the periodic polarization density and the field as Fourier series with coefficients P_k and E_k. There is no free charge, so

∇·(ε₀E + P) = 0, E = −∇φ.

For each k these become

ik·(ε₀E_k + P_k) = 0, E_k = −ikφ_k.

Inserting the second into the first gives ε₀k²φ_k + ik·P_k = 0, hence φ_k = −i(k·P_k)/(ε₀k²), and

E_k = −k(k·P_k)/(ε₀k²), k ≠ 0.

At k = 0 the first equation reads 0 = 0 and leaves E₀, the mean field, undetermined. Nor does a limit settle it: as k → 0 along P the expression tends to −P/ε₀, and as k → 0 across P it tends to zero.

Omitting the term sets E₀ = 0. This is a physical choice. A uniform field E₀ has the potential −E₀·r, which is not periodic, so demanding a periodic potential is the same as demanding zero mean field. Two short-circuited metal plates on the faces of the crystal demand it too, since their voltage difference, minus the integral of E_z from one to the other, must vanish. Free charge flows onto the plates until it cancels the effect of the bound surface charge on the mean field. Hence the name tin-foil boundary.

**The local field that remains**

Zero mean field does not mean zero field at a dipole. To find the latter, replace each point dipole by a Gaussian dipole cloud plus a remainder, "point minus cloud". The cloud has the profile (α³/π^(3/2)) exp(−α²r²), whose Fourier transform is exp(−k²/4α²). The remainder's field dies off like a Gaussian, so its lattice sum S(α) converges absolutely and does not depend on the outer shape. The clouds have P_k = P exp(−k²/4α²), and their field follows from the expression for E_k.

The k-sum includes the dipole's own cloud, whose field at its own centre must be removed. That field is an integral over all k, in which k_z²/k² averages to 1/3:

E_own = −(p/3ε₀) ∫ d³k/(2π)³ exp(−k²/4α²) = −pα³/(3π^(3/2)ε₀).

The tin-foil local field is therefore

E_tf = S(α) − (P/ε₀) Σ_{k≠0} (k_z²/k²) exp(−k²/4α²) + pα³/(3π^(3/2)ε₀).

The splitting parameter α is arbitrary and must drop out. For a cubic lattice the result can be found by hand. Let α become large, so that S vanishes. By symmetry k_z²/k² may be replaced by 1/3. The sum of the Gaussian over all k, including k = 0, tends to v times the integral above, that is vα³/π^(3/2); omitting k = 0 subtracts 1. With p = Pv,

E_tf = −(P/3ε₀)[vα³/π^(3/2) − 1] + Pvα³/(3π^(3/2)ε₀) = P/(3ε₀).

The whole local field of the cubic crystal comes from the "−1", the omitted term. For c/a = 1.01 the numerical sum gives 0.3233 P/ε₀, and for c/a = 1.20 it gives 0.1544 P/ε₀.

**Real plates give the same number**

The identification with metal can be tested without Fourier sums over the crystal. Put a film of finite thickness L between grounded plates. A charge q at height z has an image −q at −z. For a dipole normal to the plate, the upper charge +q acquires an image −q that lies lower, and the lower charge −q an image +q that lies higher, so the image dipole is parallel to the original. Repeated reflection in both plates turns each dipole into a column of parallel dipoles with period 2L.

Along such a column the field has Fourier components with wavenumbers πm/L. The component m = 0 is absent, because the field is a second z-derivative of a periodic function. The others decay sideways roughly as exp(−πmρ/L) at distance ρ. Each dipole is thus screened by its own images, and the remaining sum over columns converges exponentially, with no ambiguity of shape.

If the plates lie half a layer spacing beyond the outermost dipole planes, the images continue the lattice. For a four-layer film with c/a = 1.01, this calculation gives 0.323314 P/ε₀ at every layer, equal to the Fourier result with k = 0 omitted.

The position of the plates matters. Suppose vacuum gaps of total thickness g separate the crystal from them. Continuity of the normal displacement gives ε₀E_gap = ε₀E_in + P, and zero voltage gives E_in L + E_gap g = 0. Eliminating E_gap,

E_in = −(P/ε₀) g/(L + g).

For g ≪ L the field is small compared with P/ε₀, and tin-foil conditions are approached. For g ≫ L the film has the full field −P/ε₀ of an isolated plate.

**Why only the uniform component remembers the sphere**

Now cut the crystal to a ball of radius R in vacuum. The short-ranged remainders in the interior do not notice. The clouds form a polarization that is a sum of waves, so consider one wave P cos(k·r), cut off at R, and find its field at the centre from the bound charges: ρ = −∇·P in the volume and σ = n·P on the surface, where n is the outward normal. Let μ be the cosine of the angle to k, and x = kR. A charge element at distance r contributes a field −(direction to the charge)/(4πε₀r²) per unit charge; the r² cancels that of the volume or surface element.

For P along k, ρ = kP sin(krμ) and σ = Pμ cos(xμ). Projecting on k supplies another factor μ, and the azimuth gives 2π:

ε₀E = −(P/2) ∫₋₁¹ dμ [∫₀ᴿ dr kμ sin(krμ) + μ² cos(xμ)].

The radial integral is 1 − cos(xμ). Hence

ε₀E = −P + (P/2) ∫₋₁¹ dμ (1 − μ²) cos(xμ).

Two integrations by parts give

∫₋₁¹ dμ (1 − μ²) cos(xμ) = 4h(x), h(x) = (sin x − x cos x)/x³,

so that ε₀E = −P + 2P h(kR). For P across k there is no volume charge. The surface charge contributes the squared cosine of the angle to P, which averages over azimuth to (1 − μ²)/2, and ε₀E = −P h(kR).

Two limits answer the question:

- k fixed and not zero, R → ∞: h → 0. The field becomes −P/ε₀ for P along k and zero for P across k, which is the bulk expression for E_k. The surface charge changes sign so rapidly over the sphere that its effect at the centre cancels.
- k = 0, any R: h(0) = 1/3. Both cases give −P/(3ε₀). The surface charge has one sign on each cap and does not cancel, however distant the surface.

At kR = 60 direct integration over the bound charge gives −0.9995 and −0.0003 in units of P/ε₀; at kR = 0.01 both values are −0.3333.

One detail remains. A crystal contains whole dipoles, while the waves were cut sharply at R. The difference is confined to a shell of thickness about 1/α, holding of order R²/(αv) dipoles, each with a field of order p/(ε₀R³) at the centre. Their sum is at most of order P/(ε₀αR) and vanishes for a large sphere. There,

E_loc = E_tf − P/(3ε₀).

For the cubic lattice this is zero, as symmetry requires: x, y and z are equivalent, so cos²θ averages to 1/3 over the dipoles at each distance. Other ellipsoids, polarized along an axis, replace 1/3 by a depolarization factor N; in a body such as a cube the depolarization field varies from place to place, and no single N describes the field. Its volume average in a cube is nevertheless −P/(3ε₀), because the three axes are equivalent, so the cube's additional energy equals the sphere's. A wide plate has N = 1, because no field leaves it and ε₀E + P = 0 inside. A long needle has N → 0, because its charged ends are small and far away. Spheroids lie between. For c/a = 1.01, direct lattice sums with softened edges give these local fields:

- needle-like, axes 20:20:60, N = 0.1087: 0.2146 P/ε₀
- sphere, N = 0.3333: −0.0100 P/ε₀
- plate-like, axes 60:60:20, N = 0.6354: −0.3121 P/ε₀

Each equals 0.3233 − N to the digits shown. The tin-foil value is also that of an infinitely long needle, which needs no metal because it has no depolarization field.

**The energy P²/(6ε₀)**

The additional field is uniform in the sphere and acts on every dipole, so the additional energy density is

Δu = −½ P·(−P/3ε₀) = P²/(6ε₀).

To see where this energy resides, and what other surroundings do, solve the continuum problem. Let the sphere have a fixed polarization P and a linear background permittivity ε_b, and let the medium outside have permittivity ε′. Try φ = −E r cosθ inside and φ = A cosθ/r² outside. Continuity of φ at R requires A = −ER³. Continuity of the normal displacement requires

ε₀ε_b E + P = 2ε₀ε′A/R³ = −2ε₀ε′E,

E = −P/[ε₀(ε_b + 2ε′)].

With ε_b = ε′ = 1 this is −P/(3ε₀), now throughout the sphere and not just at its centre.

The energy density inside is ½ε₀ε_bE². Outside, the squared field is A²(4cos²θ + sin²θ)/r⁶, with angular average 2A²/r⁶. Its integral from R outward is 8πA²/(3R³), which is 2E² times the sphere's volume. Per sphere volume the total is

Δu = ½ε₀E²(ε_b + 2ε′) = P²/[2ε₀(ε_b + 2ε′)].

In vacuum, P²/(18ε₀) lies inside and P²/(9ε₀) outside: two thirds of the energy is in the surrounding space. A periodic cell with zero mean field contains neither part. As ε′ → ∞ the medium screens like a metal, and both field and energy vanish, which recovers the tin-foil case.

The term can also be tested on finite crystals by summing all pairs. For c/a = 1.20, the energy density above the tin-foil value is 0.1626 P²/ε₀ for R = 15a and 0.1649 P²/ε₀ for R = 30a. These lie 2.4% and 1.0% below 1/6. Dipoles near the surface lack part of their surroundings, and their share of the sphere falls as a/R; the deficit follows this only roughly, with scatter from how the sphere cuts the lattice. For a cubic cell and a sphere centred on a lattice site, the total pair energy is zero by symmetry, and the excess is exactly 1/6 at any radius.

With several dipoles per cell, P is the total cell dipole divided by v, since only the average survives at k = 0. For a second sublattice displaced by (0.5a, 0.3a, 0.25a) in the c/a = 1.20 cell, the field it produces at the original site is −0.1043 in the tin-foil case and −0.4377 in the sphere, in units of that sublattice's P/ε₀. The difference is again −1/3, although the local fields themselves are quite different.

**Numbers for a ferroelectric**

Take rough values in the regime of barium titanate at room temperature: a = 0.40 nm, c/a = 1.01, P = 25 µC/cm² = 0.25 C/m². Then

P/(3ε₀) = 0.25/(3 × 8.854×10⁻¹²) V/m = 9.4×10⁹ V/m = 94 MV/cm.

The cell volume is 0.0646 nm³ and P²v/ε₀ = 2.85 eV, so the additional energy is 2.85/6 = 0.475 eV per cell, or about 1180 J/cm³. The tin-foil dipole energy is −½ × 0.3233 × 2.848 eV = −0.460 eV per cell. In the large sphere the total is −½ × (−0.0100) × 2.848 eV = +0.014 eV. The boundary term thus slightly more than cancels the tin-foil energy; the small remainder comes from the tetragonal distortion and is zero for a cubic cell. One point dipole per cell is a caricature of the ionic structure, so −0.460 eV is a property of the model; the additional 0.475 eV depends on P and v, not on how the dipoles are arranged in the cell.

Real crystals break the assumption of rigid dipoles in vacuum. A background permittivity of roughly 5 replaces 3 by 7 in the denominator, lowering the field to 40 MV/cm and the energy to 0.203 eV per cell. The field is still some 40 times a rough breakdown field of 1 MV/cm. Across a sphere of 10 nm radius it means 81 V, against a band gap of roughly 3 eV; the potential drop would match the gap only at a diameter below 1 nm, about two cells. An unscreened, uniformly polarized sphere of 10 nm radius is therefore a reference state, not a description of a real particle.

The polar state would also be unstable in itself. Let W be the depth of the free-energy well per cell at zero field, roughly 1 meV here, and U = 0.203 eV the depolarization energy at the equilibrium polarization P₀. Suppose free charge on the surface, of density −θ n·P, compensates a fraction θ of the surface charge n·P; the response of the background is already counted in ε_b. The depolarization field E is then reduced by the factor 1 − θ, and so is the work −v∫E dP done against it while P grows. If the screening charge follows P in equilibrium, this work includes any energy stored in that charge and its surroundings, and it is what enters the balance for P. With s = P/P₀ and a simple quartic well,

f(s) = −2Ws² + Ws⁴ + (1 − θ)Us².

Setting df/ds = 0 with s ≠ 0 gives s² = 1 − (1 − θ)U/(2W). A polar solution needs θ > 1 − 2W/U, about 99%. The quartic form and the rough W make this an estimate, but they leave no doubt that nearly complete compensation is needed if the sphere is to stay in one domain.

Domains also lower the energy, but two are far from enough. For rigid dipoles in vacuum, splitting the 10 nm sphere into two opposite halves, along a plane containing the polar axis, lowers the excess from 0.166 to 0.080 P²/ε₀. A wall energy of roughly 10 mJ/m² costs 0.06% of the one-domain excess. The mean polarization is then nearly zero, yet half the energy remains, because each half still carries surface charge. With the background permittivity included, about 0.09 eV per cell is left, still far above the 1 meV well. Polarization that turns to follow the surface can avoid much of this charge. The formula P²/(6ε₀) applies to uniform polarization and cannot be used with the average P of a domain pattern.

**Which boundary to use**

For a crystal between short-circuited electrodes in close contact, the sum without k = 0 is the appropriate one, and adding P²/(6ε₀) would introduce a field that the electrodes remove. This holds for ideal metal or a thick crystal. Real electrodes screen over a finite depth, which acts like a small gap g: in a 10 nm film with the values above, an effective g of 0.04 nm leaves a field of about 1 MV/cm and an energy of about 6 meV per cell, more than the depth of the unstrained bulk well. Compressive strain from a substrate can deepen the well considerably, so this comparison does not by itself decide whether a real film of that thickness stays polar. For thin films this residual field must be included. For a cell deep inside a large, uniformly polarized sphere in vacuum, the term belongs in the energy. If P is free to vary, it must be included in the forces as well: the derivative of vP²/(6ε₀) with respect to p = Pv is P/(3ε₀), which is minus the depolarization field on each dipole. The numerical output below lists most of the values used here.

Values computed for the example and the checks

```
Fields in P/eps0, energy densities in P^2/eps0:
tin-foil local field, cubic cell: 0.333333
tin-foil local field, c/a = 1.20: 0.154412
tin-foil local field, c/a = 1.01: 0.323314
same, 4-layer film in metal plates: 0.323314 to 0.323314
needle-like 20:20:60: N = 0.108709, direct local field = 0.214604
sphere 30:30:30: N = 0.333333, direct local field = -0.010019
plate-like 60:60:20: N = 0.635389, direct local field = -0.312075
displaced sublattice, c/a = 1.20: tin-foil -0.104331, sphere -0.437664
wave in ball, kR = 0.01: P along k -0.333340, P across k -0.333330
wave in ball, kR = 7.0: P along k -1.026941, P across k 0.013470
wave in ball, kR = 60.0: P along k -0.999474, P across k -0.000263
continuum sphere energy: total 0.16666, inside 0.05555, outside 0.11111
discrete-sphere excess, c/a = 1.20: R = 15a 0.16259, R = 30a 0.16494
Example inputs (rough):
a = 0.40 nm, c/a = 1.01, P = 25 uC/cm2, radius = 10 nm
background permittivity 5, breakdown 1 MV/cm, band gap 3 eV
free-energy well 1 meV per cell, wall energy 10 mJ/m2
Example results:
cell volume: 0.06464 nm3
dipole per cell: 0.1009 e nm
P^2 v/eps0 per cell: 2.8479 eV
depolarization field P/(3 eps0): 94.12 MV/cm
energy density P^2/(6 eps0): 1176.5 J/cm3
additional energy per cell: 0.4746 eV
tin-foil dipole energy per cell: -0.4604 eV
large-sphere dipole energy per cell: 0.0143 eV
shift of tin-foil energy, alpha 2/a to 3/a: 1.6e-16 eV
Effects neglected by the rigid vacuum model:
field with background permittivity: 40.34 MV/cm
additional energy with background: 0.2034 eV per cell
field/breakdown: rigid 94, with background 40
voltage across sphere: rigid 188 V, with background 81 V
diameter where voltage drop equals gap, with background: 0.74 nm
additional energy with background / well depth: 203
charge compensation needed for a polar state: 99.02 %
10 nm sphere excess: one domain 0.1662, two domains 0.0800 P^2/eps0
wall cost / rigid one-domain excess energy: 0.064 %
thermal energy at 300 K: 25.9 meV
```
